# Steady Velocity of One Carrier on a Periodic Hopping Chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one site per period to N sites

### Definitions and conventions

One carrier moves on an infinite chain of sites labelled by integers $k$. Site $k$ lies at $x_k$, and $x_k$ increases with $k$. The carrier jumps from $k$ to $k+1$ at rate $p_k$ and from $k$ to $k-1$ at rate $q_k$. A rate is a probability per unit time: during a short time $dt$, a carrier on site $k$ jumps forward with probability $p_k\,dt$, apart from terms of higher order in $dt$.

Both rates carry the label of the site that is left. The two rates on the bond between $k$ and $k+1$ are therefore $p_k$ and $q_{k+1}$, not $p_k$ and $q_k$. Many signs and indices below depend on this convention.

The rates repeat after $N$ sites, so $p_{k+N}=p_k$ and $q_{k+N}=q_k$. They are constant in time and do not depend on how the carrier reached its site. The bond lengths $b_k=x_{k+1}-x_k$ repeat too, and one period has length

$$L=\sum_{n=0}^{N-1}b_n .$$

For equal spacing $a$ this is $L=Na$. Labels $n=0,\ldots,N-1$ denote sites within one period and are read modulo $N$. I assume at first that every $p_n>0$ and every $q_n\ge0$. Chains with a vanishing forward rate are treated in the second half.

The aim is the long-time value of $v=d\langle x\rangle/dt$, where the average is over the random jumps of the one carrier, with the rates held fixed. There are no other carriers, so no site is blocked by occupation.

### The simplest case: one site per period

Let all sites be alike, with rates $p$ and $q$ and spacing $a$. Wherever the carrier is, it moves by $+a$ with probability $p\,dt$ and by $-a$ with probability $q\,dt$. Its mean displacement in $dt$ is $a(p-q)\,dt$, so

$$v=a(p-q).$$

This holds at all times, because no knowledge of the carrier's site is needed. When the sites differ, the local drift depends on where the carrier is, and the occupations must be found first.

### Folding the chain onto a ring

Let $\Pi_k(t)$ be the probability of finding the carrier on site $k$ of the infinite chain. Gain from the two neighbours and loss to them give the master equation

$$\frac{d\Pi_k}{dt}=p_{k-1}\Pi_{k-1}+q_{k+1}\Pi_{k+1}-(p_k+q_k)\Pi_k .$$

The velocity needs less information than this. Add the probabilities of all equivalent sites:

$$P_n(t)=\sum_{m=-\infty}^{\infty}\Pi_{n+mN}(t),\qquad \sum_{n=0}^{N-1}P_n=1 .$$

Every site in one such sum has the same rates, so the rates can be taken outside the sum. The result is a closed equation on a ring of $N$ sites:

$$\frac{dP_n}{dt}=p_{n-1}P_{n-1}+q_{n+1}P_{n+1}-(p_n+q_n)P_n .$$

The rates are bounded and the probabilities sum to one, so the sums converge and may be rearranged. No approximation has been made. Folding discards the number of completed periods, but keeps the type of site on which the carrier sits.

Define the net probability current from $n$ to $n+1$ by

$$J_n=p_nP_n-q_{n+1}P_{n+1}.$$

Then $J_{n-1}=p_{n-1}P_{n-1}-q_nP_n$, and subtraction reproduces the four terms of the master equation:

$$\frac{dP_n}{dt}=J_{n-1}-J_n .$$

The current $J_n$ has the unit of inverse time, because it counts net crossings of a bond.

### From current to velocity

The folded occupations also determine the motion on the unfolded chain. Start with a carrier whose mean position is finite. Multiply the infinite master equation by $x_k$, sum over $k$, and shift the summation index in the two gain terms so that each contains $\Pi_k$:

$$\frac{d\langle x\rangle}{dt}
=\sum_k\left[x_{k+1}p_k+x_{k-1}q_k-x_k(p_k+q_k)\right]\Pi_k .$$

Since $x_{k+1}-x_k=b_k$ and $x_{k-1}-x_k=-b_{k-1}$, this becomes

$$\frac{d\langle x\rangle}{dt}
=\sum_k(b_kp_k-b_{k-1}q_k)\Pi_k
=\sum_{n=0}^{N-1}(b_np_n-b_{n-1}q_n)P_n .$$

The last equality groups equivalent sites. In the backward term replace $n$ by $n+1$, which is allowed on a ring. That term becomes $-\sum_n b_nq_{n+1}P_{n+1}$, and therefore

$$\frac{d\langle x\rangle}{dt}=\sum_{n=0}^{N-1}b_nJ_n .$$

In a steady state $dP_n/dt=0$, so $J_{n-1}=J_n$ for every $n$. All bonds carry one common current $J$, and

$$v=J\sum_nb_n=LJ .$$

The individual bond lengths have dropped out at fixed rates. Only their sum remains. In a real material, changing a bond length would usually change the rates as well; that dependence has to be put into $p_n$ and $q_n$.

For $N=1$ the ring has one site with $P_0=1$. Then $J=p-q$ and $v=a(p-q)$, as found directly.

### Two sites per period

With $N=2$, sites 0 and 1 are joined by two different bonds on the ring. One lies within the chosen period and the other leads to the next period. They must be counted separately:

$$J=p_0P_0-q_1P_1,\qquad J=p_1P_1-q_0P_0 .$$

Equating the two expressions gives

$$(p_0+q_0)P_0=(p_1+q_1)P_1 .$$

Together with $P_0+P_1=1$ this yields

$$P_0=\frac{p_1+q_1}{D},\qquad P_1=\frac{p_0+q_0}{D},\qquad D=p_0+q_0+p_1+q_1 .$$

Insert these into the first current. The numerator is

$$p_0(p_1+q_1)-q_1(p_0+q_0)=p_0p_1-q_0q_1,$$

because the two terms $p_0q_1$ cancel. For equal spacing,

$$v=2a\,\frac{p_0p_1-q_0q_1}{p_0+q_0+p_1+q_1}.$$

If both sites have rates $p$ and $q$, the fraction is $(p^2-q^2)/[2(p+q)]=(p-q)/2$. The velocity then returns to $a(p-q)$.

This small case already shows that the direction is set by products of rates, not by their sums. Put $q_1=0$ and choose $q_0>p_0+p_1$. Equal occupation of the two sites would suggest the negative velocity $a(p_0+p_1-q_0)/2$. The steady velocity is

$$v=\frac{2a\,p_0p_1}{p_0+p_1+q_0}>0 .$$

Backward jumps from site 0 need not be rare; they can make up nearly half of all jumps. But each one lands on a site of type 1, which the carrier can leave only forward, so the next jump undoes it. Forward jumps from site 0 are never undone. A completed backward period would need a backward jump from both types of site, and one of these is absent.

### Going once around a ring of N sites

For general $N$, introduce

$$\rho_n=\frac{q_n}{p_n},\qquad y_n=p_nP_n,\qquad
\Gamma=\prod_{n=0}^{N-1}\rho_n .$$

The quantity $y_n$ is the forward flow out of site $n$, before the return flow is subtracted. Since $q_{n+1}P_{n+1}=\rho_{n+1}y_{n+1}$, the condition of constant current reads

$$y_n=J+\rho_{n+1}y_{n+1}.$$

Use the same equation for $y_{n+1}$:

$$y_n=J(1+\rho_{n+1})+\rho_{n+1}\rho_{n+2}y_{n+2}.$$

Each further substitution adds one product to the bracket. After $N-1$ substitutions in all,

$$y_n=JS_n+\left(\prod_{j=1}^{N}\rho_{n+j}\right)y_{n+N},$$

$$S_n=1+\sum_{i=1}^{N-1}\prod_{j=1}^{i}\rho_{n+j}.$$

The product over $N$ consecutive sites includes each site of the period once, whatever the starting point, so it equals $\Gamma$. Periodicity also gives $y_{n+N}=y_n$. Hence

$$(1-\Gamma)p_nP_n=JS_n .$$

It is useful to define weights with the unit of time,

$$u_n=\frac{S_n}{p_n},\qquad U=\sum_{n=0}^{N-1}u_n,$$

so that $(1-\Gamma)P_n=Ju_n$. For $N=1$ the sum in $S_n$ is empty and $S_0=1$.

### The balanced case without division by zero

If $\Gamma=1$, the last relation gives $J=0$ but says nothing directly about $P_n$. Division by $1-\Gamma$ would then be illegal. The weights themselves provide a way around this difficulty.

Multiply $S_{n+1}$ by $\rho_{n+1}$. Every product becomes longer by one factor, and the leading 1 becomes $\rho_{n+1}$:

$$\rho_{n+1}S_{n+1}=\sum_{i=1}^{N}\prod_{j=1}^{i}\rho_{n+j}.$$

Subtract this from $S_n$. The products with $i=1,\ldots,N-1$ cancel, which leaves the first term of $S_n$ and the last product:

$$S_n-\rho_{n+1}S_{n+1}=1-\Gamma .$$

Because $S_n=p_nu_n$ and $\rho_{n+1}S_{n+1}=q_{n+1}u_{n+1}$, this says

$$p_nu_n-q_{n+1}u_{n+1}=1-\Gamma\quad\text{for every }n .$$

Thus the weights $u_n$ solve the stationary equation for any value of $\Gamma$, and their current is $1-\Gamma$. They are positive since $S_n\ge1$ and $p_n>0$. Dividing by their sum gives a normalized steady state:

$$P_n=\frac{u_n}{U},\qquad J=\frac{1-\Gamma}{U}.$$

No division by $1-\Gamma$ occurs.

### There is no second steady state

Suppose two normalized steady states exist. Let $\delta_n$ be their difference and $\delta J$ the difference of their currents. The equations are linear, so

$$(1-\Gamma)\delta_n=\delta J\,u_n,\qquad \sum_n\delta_n=0 .$$

Summing the first relation gives $0=\delta J\,U$. As $U>0$, the current difference vanishes. The definition of the current then gives

$$\delta_n=\frac{q_{n+1}}{p_n}\,\delta_{n+1}.$$

The factor is not negative. If some $\delta_m$ were positive, then $\delta_{m-1},\delta_{m-2},\ldots$ would all be zero or positive, around the whole ring. Their sum would be positive, which is a contradiction. The same argument excludes a negative entry. All $\delta_n$ vanish, so the steady state is unique.

### The approach to the steady state

The result describes long times if every initial distribution approaches this state. Let $T_{nm}$ be the probability of being on ring site $n$ after a time $\tau>0$, starting from $m$. Forward jumps connect any two ring sites, since all $p_n>0$. A suitable sequence of them can occur within $\tau$ with positive probability. Hence every $T_{nm}$ is positive. Let $\epsilon$ be the smallest of them.

The difference $\delta_m$ between a distribution and the steady state has zero sum. We may therefore subtract $\epsilon$ from every element of $T$ without changing its action:

$$\sum_mT_{nm}\delta_m=\sum_m(T_{nm}-\epsilon)\delta_m .$$

The elements $T_{nm}-\epsilon$ are not negative, and each column sums to $1-N\epsilon$. Taking absolute values gives

$$\sum_n\left|\sum_mT_{nm}\delta_m\right|\le(1-N\epsilon)\sum_m|\delta_m| .$$

Every further interval $\tau$ reduces the bound by the same factor, which is smaller than one. The occupations converge, and with them $d\langle x\rangle/dt$.

### The velocity and its first checks

Combining $v=LJ$ with the normalized current gives

$$v=L\,\frac{1-\Gamma}{U},$$

or, for equal spacing,

$$v=Na\,\frac{1-\prod_nq_n/p_n}
{\displaystyle\sum_n\frac1{p_n}\left[1+\sum_{i=1}^{N-1}\prod_{j=1}^{i}\frac{q_{n+j}}{p_{n+j}}\right]} .$$

This is Derrida's steady velocity. For $N=2$,

$$u_0=\frac{p_1+q_1}{p_0p_1},\qquad
u_1=\frac{p_0+q_0}{p_0p_1},\qquad
1-\Gamma=\frac{p_0p_1-q_0q_1}{p_0p_1}.$$

The common denominator cancels and the two-site velocity returns.

For a uniform chain described with any $N$, put $\rho=q/p$. If $\rho\ne1$, the geometric sum gives $S_n=(1-\rho^N)/(1-\rho)$, so $U=N(1-\rho^N)/[p(1-\rho)]$. Since $\Gamma=\rho^N$, the velocity is $ap(1-\rho)=a(p-q)$. If $\rho=1$, then $\Gamma=1$ and $v=0$, again as required.

## Second half: limits, thermal hopping and a worked chain

### Symbols and results carried over

The forward and backward rates out of site $n$ are $p_n$ and $q_n$. A period contains $N$ sites and has length $L$, equal to $Na$ for spacing $a$. With $\rho_n=q_n/p_n$, the first half found

$$\Gamma=\prod_n\rho_n,\qquad
u_n=\frac1{p_n}\left[1+\sum_{i=1}^{N-1}\prod_{j=1}^{i}\rho_{n+j}\right],\qquad U=\sum_nu_n,$$

$$P_n=\frac{u_n}{U},\qquad J=\frac{1-\Gamma}{U},\qquad v=LJ .$$

Here $P_n$ is the steady occupation of all sites of type $n$, and $J$ is the common bond current. These expressions require $p_n>0$ and $q_n\ge0$.

The formula was tested against direct solutions of the master equation on random rings; the largest velocity error was $1.8\times10^{-15}$ sites per unit time. A separate test followed a carrier on a long unfolded chain with unequal bonds. Two different starting sites both gave 0.74207 length units per unit time, in agreement with $LJ$.

### One-way motion and missing rates

If all $q_n=0$, then $\Gamma=0$ and $u_n=1/p_n$. The velocity becomes

$$v=\frac{L}{\sum_n1/p_n}.$$

The mean waiting time on site $n$ is $1/p_n$, so this is the length of a period divided by the mean time needed to cross it. Slow sites count through their waiting times. Averaging the rates themselves would hide them.

If only some $q_n$ vanish, $\Gamma$ is still zero, but the weights retain the products that describe local returns. The carrier can step back within part of a period, yet cannot complete a backward period.

Now suppose that some $p_n$ vanish while all $q_n>0$. The ratios $\rho_n$ no longer all exist, so iterate in the other direction. Let $z_n=q_nP_n$. The constant current on the bond from $n-1$ to $n$ gives

$$z_n=-J+\frac{p_{n-1}}{q_{n-1}}z_{n-1}.$$

Repeating this $N$ times gives the mirrored result

$$v=-L\,\frac{1-\prod_np_n/q_n}{\sum_n\tilde u_n},\qquad
\tilde u_n=\frac1{q_n}\left[1+\sum_{i=1}^{N-1}\prod_{j=1}^{i}\frac{p_{n-j}}{q_{n-j}}\right].$$

The proofs of uniqueness and convergence carry over with left and right exchanged. With a vanishing $p_n$ the product in the numerator is zero and $v$ is negative.

Finally, let at least one $p_m$ and at least one $q_k$ vanish. On the unfolded chain the carrier cannot pass forward beyond the next copy of site $m$, nor backward beyond the previous copy of site $k$. Its displacement stays bounded, so displacement divided by time tends to zero. The ring may then have several steady states, but none can carry a lasting velocity.

We now have the steady velocity $v=L(1-\Gamma)/U$ for any periodic chain with all $p_n>0$, its mirrored form for chains with all $q_n>0$, and the result that no lasting velocity survives when at least one forward and at least one backward rate vanish. Still to come are side traps, thermal rates and the zero-field mobility, a worked chain of six sites, long random periods, and the limits of the result.
